\section*{Quarter-Wave Plasma Frequency of a 100 nm Gated Silicon Channel}

\section*{Problem}

An n-type silicon transistor has a gated channel of length $L=100$ nm and in-plane effective mass $m=0.19\,m_e$. The gate overdrive is $U_0=0.5$ V, and no dc voltage is applied between source and drain. The source is held at fixed voltage relative to the gate. The drain is an open circuit for alternating current.

\begin{enumerate}
\item[(a)] Derive the equation for small voltage waves in the channel, including a momentum scattering time $\tau$.
\item[(b)] Without scattering, find the lowest mode and its frequency. How does the frequency change if the drain is instead shorted to the gate for alternating current only, with the dc voltages unchanged?
\item[(c)] Does this mode ring at 300 K if the mobility is $300$ cm$^2$/Vs? What if the mobility is $2000$ cm$^2$/Vs, as in a good cold channel? Both are rough typical values.
\item[(d)] The gate oxide is 2 nm of silicon dioxide, with relative permittivity 3.9; that of silicon is 11.7. Estimate the largest effects left out of the simple frequency.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The wave equation}

Let $x$ run from source to drain, let $v$ be the electron velocity, and let $U(x,t)$ be the local gate-to-channel voltage above threshold. If the voltage varies slowly along $x$ on the scale of the oxide thickness, each piece of channel acts as a parallel-plate capacitor:
\begin{equation}
en=CU ,
\end{equation}
where $n$ is the sheet density, $C$ the capacitance per area and $e>0$. Putting this into the conservation law $n_t+(nv)_x=0$ and dividing by $C/e$ gives
\begin{equation}
U_t+(Uv)_x=0 .
\end{equation}
Subscripts $t$ and $x$ denote derivatives.

The gate potential is uniform, so the channel potential $\phi$ satisfies $\phi_x=-U_x$. The force on an electron is $+e\phi_x=-eU_x$: electrons are pushed away from regions where they are crowded. Hence
\begin{equation}
v_t+vv_x=-\frac{e}{m}U_x-\frac{v}{\tau}.
\end{equation}
Electron pressure is omitted here and estimated in part (d).

Write $U=U_0+u$ with $|u|\ll U_0$. The channel is at rest before the disturbance, so $v$ is also small, and the products $uv$ and $vv_x$ are of second order. To first order,
\begin{equation}
u_t+U_0v_x=0,\qquad v_t=-\frac{e}{m}u_x-\frac{v}{\tau}. \label{lin}
\end{equation}
Differentiate the first equation in time and insert the $x$ derivative of the second:
\begin{align}
u_{tt}&=-U_0v_{xt}
=\frac{eU_0}{m}u_{xx}+\frac{U_0v_x}{\tau}
=\frac{eU_0}{m}u_{xx}-\frac{u_t}{\tau}.
\end{align}
The last step used $U_0v_x=-u_t$. Therefore
\begin{equation}
u_{tt}+\frac{u_t}{\tau}=s^2u_{xx},\qquad s=\sqrt{\frac{eU_0}{m}} . \label{wave}
\end{equation}

The capacitance has cancelled. At fixed $U_0$, a thinner oxide holds more electrons, which raises the charge moved by a given velocity, but it also needs more charge for a given voltage change. In this local model the two effects compensate.

\subsection*{(b) The quarter-wave mode}

The fixed source voltage requires $u(0,t)=0$. The open drain carries no alternating current, so $v(L,t)=0$ at all times. The second equation in \eqref{lin} then gives $u_x(L,t)=0$.

A standing wave satisfying the source condition is $u=a(t)\sin kx$. The drain condition requires $\cos kL=0$, so
\begin{equation}
k_j=\frac{(2j-1)\pi}{2L},\qquad j=1,2,\ldots
\end{equation}
For $1/\tau=0$, equation \eqref{wave} gives $\ddot a=-s^2k_j^2a$, hence $\omega_j=sk_j$. The lowest mode has a quarter of a wavelength in the channel:
\begin{equation}
\boxed{f_0=\frac{\omega_1}{2\pi}=\frac{s}{4L}=\frac{1}{4L}\sqrt{\frac{eU_0}{m}}}
\end{equation}
The numbers are
\begin{align}
s&=\sqrt{\frac{(1.602\times10^{-19}\,\mathrm{C})(0.5\,\mathrm{V})}
{0.19\,(9.109\times10^{-31}\,\mathrm{kg})}}
=6.80\times10^5\ \mathrm{m/s},\\
f_0&=\frac{6.80\times10^5\ \mathrm{m/s}}{4\times10^{-7}\ \mathrm{m}}
=1.70\ \mathrm{THz}.
\end{align}
The corresponding quantum energy is $hf_0=7.03$ meV, and $\omega_0\equiv\omega_1=1.069\times10^{13}$ rad/s.

As a test of the linearization and the end conditions, the nonlinear equations of part (a) were integrated in time without scattering. The channel started at rest with a quarter-sine voltage of amplitude $10^{-4}U_0$. The zero crossings near the drain gave 1.7008 THz, equal to the formula to the digits printed.

The same mode can be read as a transmission-line resonance. With $J=en_0v$, where $n_0=CU_0/e$, the second equation in \eqref{lin} without scattering becomes
\begin{equation}
u_x=-\frac{m}{e^2n_0}J_t .
\end{equation}
The inertia of the electrons acts as an inductance $m/(e^2n_0)$, and the gate supplies the capacitance $C$. Their product is $m/(eU_0)=1/s^2$.

If the drain is instead shorted to the gate for alternating current, for example through a large capacitor, the dc overdrive stays uniform and the second condition becomes $u(L,t)=0$, or $\sin kL=0$. The lowest nonzero wavenumber is $\pi/L$, and the frequency is $s/(2L)=2f_0=3.40$ THz. This holds for an ideal short. A large but finite capacitor acts nearly as a short at this frequency, but it also leaves a much slower mode in which current through the channel charges and discharges the capacitor. The length and the overdrive therefore do not fix the answer until the terminations are stated.

\subsection*{(c) Does the mode ring?}

With scattering, the quarter-wave amplitude obeys
\begin{equation}
\ddot a+\frac{\dot a}{\tau}+\omega_0^2a=0 .
\end{equation}
The trial form $a\propto e^{-\gamma t}$ gives $\gamma^2-\gamma/\tau+\omega_0^2=0$, so
\begin{equation}
\gamma_\pm=\frac{1}{2\tau}\pm\sqrt{\frac{1}{4\tau^2}-\omega_0^2}. \label{gamma}
\end{equation}
For $\omega_0\tau>1/2$ the root is imaginary. The mode then rings at angular frequency $\sqrt{\omega_0^2-1/(4\tau^2)}$ while its amplitude falls as $e^{-t/(2\tau)}$. For $\omega_0\tau<1/2$ both rates are real. A channel released at rest has $v=0$ and hence $\dot a(0)=0$, which selects
\begin{equation}
a(t)=a(0)\,\frac{\gamma_+e^{-\gamma_-t}-\gamma_-e^{-\gamma_+t}}{\gamma_+-\gamma_-}.
\end{equation}
Since $\gamma_+>\gamma_->0$, the first term in the numerator exceeds the second at every $t\geq0$. The voltage decays without changing sign.

\paragraph{Room temperature.} The mobility $\mu=e\tau/m$ gives $\tau=m\mu/e=32.4$ fs for $300$ cm$^2$/Vs. Thus
\begin{equation}
\omega_0\tau=(1.069\times10^{13}\,\mathrm{s^{-1}})(32.4\times10^{-15}\,\mathrm{s})=0.346<\tfrac12 .
\end{equation}
The quarter-wave mode is overdamped. Its slow rate from \eqref{gamma} is $\gamma_-=4.30\times10^{12}$ s$^{-1}$, a decay time of 0.23 ps. Time integration with the same scattering time and the same small initial voltage showed no zero crossing, and its late decay gave the same rate to three digits. The value 1.70 THz is then a measure of electron inertia and gate stiffness, not a frequency at which the released charge oscillates.

The mobility at the boundary follows from $\omega_0\tau=1/2$:
\begin{equation}
\mu_c=\frac{e}{2m\omega_0}=433\ \mathrm{cm^2/Vs},
\end{equation}
with length, mass and overdrive held fixed.

The condition applies to each mode separately. The next mode has $\omega_2=3\omega_0$ and $\omega_2\tau=1.04$, so it does change sign. Its damped frequency satisfies $\omega_2'\tau=\sqrt{1.04^2-0.25}=0.91$, and its amplitude is multiplied by $e^{-\pi/0.91}\approx0.03$ in each period. It is scarcely a resonance.

\paragraph{Strong-scattering limit.} For $\omega_0\tau\ll1$, expanding the root in \eqref{gamma} gives
\begin{equation}
\gamma_-=\frac{1-\sqrt{1-4\omega_0^2\tau^2}}{2\tau}\simeq\omega_0^2\tau=s^2\tau k_1^2=\mu U_0k_1^2,
\end{equation}
because $s^2\tau=(eU_0/m)(m\mu/e)$. This is diffusion of voltage along a resistive, capacitive line, and the mass has dropped out. Here the limiting formula gives $3.70\times10^{12}$ s$^{-1}$, 14\% below the full rate, so inertia still matters somewhat.

\paragraph{Cold channel.} For $2000$ cm$^2$/Vs, at the same mass and overdrive, $\tau=216$ fs and $\omega_0\tau=2.31$. The mode rings at
\begin{equation}
f=f_0\sqrt{1-\frac{1}{4(2.31)^2}}=1.66\ \mathrm{THz}.
\end{equation}
One period lasts 0.60 ps, during which the amplitude falls by the factor $e^{-0.60/(2\times0.216)}\approx0.25$. A few oscillations are visible, but the resonance is broad.

\subsection*{(d) Effects left out}

Each estimate below changes one assumption of the scattering-free model and keeps the others. Percentages are relative to $f_0$.

\paragraph{Field in the silicon.} The capacitor law ignores field lines that enter the silicon body. Treat the body as thick and free of mobile charge, and consider a channel potential $\phi\propto\cos kx$. Laplace's equation makes it decay as $e^{-k|z|}$ into the silicon, and as $\sinh[k(d-z)]/\sinh kd$ across the oxide to the gate at $z=d$. Gauss's law at the sheet then relates potential and density change:
\begin{equation}
-e\,\delta n=k\left(\epsilon_s+\epsilon_{ox}\coth kd\right)\phi .
\end{equation}
Continuity and $mv_t=e\phi_x$ give $\delta n_{tt}=-n_0v_{xt}=-(en_0/m)\phi_{xx}=(en_0k^2/m)\phi$. Eliminating $\phi$,
\begin{equation}
\omega^2=\frac{e^2n_0k}{m(\epsilon_s+\epsilon_{ox}\coth kd)}
\simeq\frac{s^2k^2}{1+kd\,\epsilon_s/\epsilon_{ox}}\qquad(kd\ll1),
\end{equation}
where $\coth kd\simeq1/(kd)$ and $C=\epsilon_{ox}/d$ were used. The local model therefore needs $kd\,\epsilon_s/\epsilon_{ox}\ll1$, a stronger condition here than $kd\ll1$. For the quarter wave $kd=0.0314$, and the correction term is $3\times0.0314=0.094$. The frequency falls by 4.4\%, to 1.63 THz. Fringing fields at the two ends of the gate are not included. In a doped body the undepleted silicon can screen the field. If it acts as a grounded conductor at depth $W$ below the channel, $\epsilon_s$ is replaced by $\epsilon_s\coth kW$. For $W=35$ nm, typical of a doping near $10^{18}$ cm$^{-3}$, the frequency would fall by about 8\% instead.

\paragraph{Electron pressure.} Crowded electrons also resist compression through their chemical potential $\mu_n(n)$, so the force becomes $-(eU+\mu_n)_x$. Because $\delta n/n_0=u/U_0$, the change of $\mu_n$ is $(n_0\,d\mu_n/dn)\,u/U_0$, and
\begin{equation}
s^2\rightarrow\frac{1}{m}\left(eU_0+n_0\frac{d\mu_n}{dn}\right).
\end{equation}
For one subband with constant density of states $D=2m/(\pi\hbar^2)$ (two valleys, two spins), integrating the Fermi function gives $n=DkT\ln(1+e^{\mu_n/kT})$. In this paragraph $k$ in $kT$ is Boltzmann's constant. Solving for $\mu_n=kT\ln(e^{n/DkT}-1)$ and differentiating,
\begin{equation}
n\frac{d\mu_n}{dn}=\frac{n/D}{1-e^{-n/DkT}} .
\end{equation}
This tends to $kT$ for a dilute gas and to the Fermi energy $n/D$ for a degenerate one. The density is $n_0=CU_0/e=5.4\times10^{12}$ cm$^{-2}$, and at 300 K the expression equals 46 meV. Compared with $eU_0=500$ meV, it raises the frequency by the factor $\sqrt{1+46/500}$, or 4.5\%. The estimate assumes that the electrons stay in local equilibrium at fixed temperature, and that $U_0$ means $en_0/C$. Without energy exchange with the lattice the temperature is not fixed. If the electrons collide only with each other, the compression is adiabatic, the added term is twice the mean kinetic energy, 71 meV, and the shift is about 7\%. If they do not collide at all, the leading term is three times the mean kinetic energy and the shift is about 10\%. The estimate also treats the electrons as a sheet of zero thickness. In a real inversion layer, one to three nanometres thick, the subband bottom $E_0$ rises with density, which adds $n_0\,dE_0/dn$. A self-consistent effective-mass estimate with a hard wall at the interface puts this at roughly 70 to 90 meV, more than the 46 meV above. With $U_0=en_0/C$ and $C=\epsilon_{ox}/d$, the two terms together raise the frequency by roughly 11 to 13\% at fixed temperature. The near cancellation of the 4.5\% with the thick-body correction therefore holds only for an ideal sheet at fixed temperature.

\paragraph{Drift.} Suppose a steady velocity $v_0<s$ is present, with uniform $U_0$ and no scattering. Linearizing about it, with $w$ the velocity perturbation and a dependence $e^{i(kx-\omega t)}$, gives
\begin{equation}
(\omega-v_0k)u=U_0kw,\qquad(\omega-v_0k)w=\frac{e}{m}ku .
\end{equation}
Hence $k_\pm=\omega/(v_0\pm s)$ and $w=\pm su/U_0$. The source condition requires $u\propto e^{ik_+x}-e^{ik_-x}$. Constant drain current requires $U_0w+v_0u=0$ at $L$, or
\begin{equation}
e^{i(k_+-k_-)L}=-\frac{s-v_0}{s+v_0},\qquad k_+-k_-=\frac{2s\omega}{s^2-v_0^2}.
\end{equation}
Taking the logarithm on the lowest branch,
\begin{equation}
\omega=\frac{s^2-v_0^2}{2sL}\left[\pi+i\ln\frac{s+v_0}{s-v_0}\right].
\end{equation}
For a rough saturation velocity $v_0=10^7$ cm/s, the frequency falls by $v_0^2/s^2=2.2\%$. The positive imaginary part is a growth rate of $9.9\times10^{11}$ s$^{-1}$. It is smaller than the amplitude damping $1/(2\tau)=2.3\times10^{12}$ s$^{-1}$ of the cold channel, which suggests that this drift would not sustain an oscillation there. The comparison is an estimate, since scattering also makes the steady voltage nonuniform.

\paragraph{Mass.} The value $0.19\,m_e$ belongs to the two valleys favoured by confinement at a (100) surface. For comparison, fill all six valleys equally. Accelerations add in proportion to inverse mass, so
\begin{equation}
\frac{m_e}{m}=\frac16\left(\frac{4}{0.19}+\frac{2}{0.916}\right),\qquad m=0.258\,m_e .
\end{equation}
Since $f_0\propto m^{-1/2}$, this would lower the frequency by 14\%. It is not a prediction of the actual valley populations. At this density and 300 K, roughly 65 to 85\% of the electrons sit in the two favoured valleys for body dopings from $10^{16}$ to $10^{18}$ cm$^{-3}$, which lowers the frequency by about 7 to 3\%.

\paragraph{Oxide field and leakage.} The channel charge alone produces an oxide field $U_0/d=2.5$ MV/cm. The depletion charge of a body doped to $10^{18}$ cm$^{-3}$ raises this to about 4 MV/cm, still below the rough breakdown scale of 10 MV/cm. For tunnelling, take an attempt rate $E_a/h$ and a barrier lowered linearly by the oxide voltage:
\begin{equation}
\Gamma\sim\frac{E_a}{h}\exp\left[-\frac{2}{\hbar}\int_0^d\sqrt{2m_{ox}\left(\Phi-eU_0z/d\right)}\,dz\right].
\end{equation}
With the rough inputs $E_a=0.1$ eV, $\Phi=3.1$ eV and $m_{ox}=0.4\,m_e$, this is about $10^4$ s$^{-1}$. Even a large error in it leaves leakage negligible beside $\omega_0\sim10^{13}$ s$^{-1}$.

\paragraph{Comparison with a real transistor.} A 100 nm gate, an oxide of about 2 nm and an overdrive of some tenths of a volt are roughly typical of a silicon logic transistor of that size. At room temperature, scattering removes the quarter-wave ringing altogether at the assumed mobility.

Resistance between the source terminal and the channel can do the same. Let $R$ be this resistance multiplied by the gate width. In a scattering-free channel, a travelling wave has $|u/J|=Z=1/(Cs)=85$ ohm micrometre. At the source, $u=-RJ$, so an arriving voltage wave is reflected with the factor $(R-Z)/(R+Z)$. An ideal source, $R=0$, gives the factor $-1$ needed for the quarter-wave mode. At $R=Z$ the wave is absorbed, and for $R>Z$ the reflection has the opposite sign and the quarter-wave oscillation is gone. Source resistances of order 100 ohm micrometre are common in silicon transistors, so a high channel mobility alone does not ensure ringing.

A real drain is also not a perfect open circuit. Let $C_d$ be the capacitance from drain to gate per unit gate width. The channel current must charge it, so $CU_0v=C_du_t$ at $x=L$, and without scattering the condition $\cos kL=0$ becomes $kL\tan kL=CL/C_d$. The lowest mode then lies below $f_0$. For a rough value $C_d=0.3$ fF per micrometre, against $CL=1.73$ fF per micrometre, it is lower by about 15\%. Under dc drain bias, the local overdrive falls toward the drain. Because $s\propto\sqrt{U}$, halving the overdrive throughout the channel would lower $f_0$ by 29\%, which indicates the sensitivity. The scattering-free answer for the stated terminations is thus best quoted as 1.7 THz. The main values are in the numerical output.

\section*{Computed results}
\begin{verbatim}
channel length = 100 nm
gate overdrive = 0.50 V
effective mass = 0.19 m_e
plasma wave speed s = 6.8033e+05 m/s
quarter-wave frequency f0 = 1.7008 THz
angular frequency omega0 = 1.0687e+13 rad/s
quantum energy h f0 = 7.034 meV
f0 from time-domain simulation = 1.7008 THz
ladder modes, drain open = 1.701, 5.102, 8.504 THz
lowest ladder mode, both ends shorted = 3.4016 THz
oxide thickness = 2.0 nm
relative permittivity, oxide = 3.9
relative permittivity, silicon = 11.7
gate capacitance = 1.7266 uF/cm2
sheet density = 5.388e+12 cm^-2
temperature = 300 K
mobility, 300 K (rough input) = 300 cm2/Vs
scattering time, 300 K = 32.41 fs
omega0 tau, 300 K = 0.3463
slow decay rate, 300 K, formula = 4.3005e+12 1/s
slow decay rate, 300 K, simulation = 4.3004e+12 1/s
critical mobility for ringing = 433.1 cm2/Vs
mobility, cold (rough input) = 2000 cm2/Vs
scattering time, cold = 216.1 fs
omega0 tau, cold = 2.309
ringing frequency, cold, formula = 1.6605 THz
ringing frequency, cold, simulation = 1.6605 THz
wavenumber times oxide thickness = 0.03142
frequency with silicon-body field = 1.6257 THz
shift from silicon-body field = -4.42 %
n dmu/dn at 300 K = 46.44 meV
frequency with electron pressure = 1.7780 THz
shift from electron pressure = 4.54 %
drift velocity (rough input) = 1.0e+07 cm/s
shift from drift = -2.16 %
growth rate from drift, no scattering = 9.855e+11 1/s
amplitude damping 1/(2 tau), cold = 2.314e+12 1/s
heavy silicon mass (input) = 0.916 m_e
six-valley conductivity mass = 0.2582 m_e
shift for equal six-valley filling = -14.22 %
oxide field from channel charge = 2.50 MV/cm
oxide barrier (rough input) = 3.1 eV
oxide tunnelling mass (rough input) = 0.4 m_e
attempt energy (rough input) = 0.1 eV
tunnelling escape rate (rough) = 7.7e+03 1/s
\end{verbatim}
